# Vacancy-limited Frank–Turnbull diffusion: the constant effective diffusivity and its limits

## A case that can be seen through

A solute A dissolves in a crystal in two forms: a fast interstitial $A_i$, and a substitutional atom $A_s$ that does not move. They are exchanged by the Frank–Turnbull reaction

$$A_i+V\rightleftharpoons A_s ,$$

where $V$ is a vacancy. Suppose that interstitials already fill the crystal at their equilibrium concentration, and that vacancies can enter only through the surface.

With the interstitial concentration fixed, mass action makes the vacancy concentration proportional to the substitutional one. If equilibrium has one vacancy for every 500 substitutional atoms, then $C_V=C_s/500$ everywhere. Each new substitutional atom uses up one vacancy, which must have diffused in from the surface. Neglecting the few vacancies that stay free,

$$\frac{\partial C_s}{\partial t}=D_V\frac{\partial^2C_V}{\partial x^2}=\frac{D_V}{500}\frac{\partial^2C_s}{\partial x^2}.$$

The immobile species obeys a diffusion equation with a constant coefficient. For $D_V=4.0\times10^{-5}$ cm²/s the coefficient is $8.0\times10^{-8}$ cm²/s. What moves is the supply of vacant sites.

## Setting and assumptions

Let $C_i,C_s,C_V$ be the concentrations of $A_i$, $A_s$ and $V$. A bar marks the value in equilibrium with the solute source and the free surface, and

$$i=C_i/\bar C_i,\qquad c=C_s/\bar C_s,\qquad v=C_V/\bar C_V .$$

The depth $x$ is measured from one face of a wafer of thickness $2L$, exposed equally on both faces. The assumptions are:

1. The problem is one-dimensional, isothermal and dilute, with constant $D_i$ and $D_V$.
2. Both faces are held at $i=v=1$.
3. There are no vacancy sources in the bulk, and self-interstitials play no part.
4. The reaction is close to local equilibrium.
5. Interstitials fill the wafer early in the anneal, and
$$\lambda=\frac{D_i\bar C_i}{D_V\bar C_V}\gg1 .$$

Let $R$ be the net rate at which the reaction forms $A_s$, per unit volume. Then

$$\partial_tC_s=R,\qquad \partial_tC_i=D_i\partial_x^2C_i-R,\qquad \partial_tC_V=D_V\partial_x^2C_V-R, \tag{1}$$

with $R=k(C_iC_V-KC_s)$.

**Lemma 1 (site and solute balances).** Whatever the reaction rate,

$$\partial_t(C_s+C_V)=D_V\partial_x^2C_V,\qquad \partial_t(C_s+C_i)=D_i\partial_x^2C_i. \tag{2}$$

*Proof.* Add the first equation of (1) to the third, and then to the second. $R$ cancels each time. ∎

**Lemma 2 (mass action).** Local equilibrium means $c=iv$. The departure from it is of order $\ell^2\partial_x^2c$ when $i\approx1$ and $\bar C_V\ll\bar C_s$, where $\ell=\sqrt{D_V/(k\bar C_i)}$ is the distance a vacancy diffuses before capture.

*Proof.* At equilibrium $R=0$, so $K=\bar C_i\bar C_V/\bar C_s$. Substitution gives $R=k\bar C_i\bar C_V(iv-c)$, which vanishes when $c=iv$. For a finite rate, $R=\bar C_s\partial_tc$, hence

$$iv-c=\frac{\bar C_s}{k\bar C_i\bar C_V}\,\partial_tc .$$

In the regime of the opening case $\bar C_s\partial_tc\approx D_V\bar C_V\partial_x^2c$. The right side is then $(D_V/k\bar C_i)\,\partial_x^2c=\ell^2\partial_x^2c$. ∎

Local equilibrium therefore holds once the profile is much wider than $\ell$.

## The theorem

**Theorem.** Under assumptions 1–5, in the limit $i=1$,

$$\partial_tC_s=D_{\rm eff}\,\partial_x^2C_s,\qquad D_{\rm eff}=\frac{D_V\bar C_V}{\bar C_s+\bar C_V}, \tag{3}$$

and $D_{\rm eff}$ does not depend on concentration, depth or time.

*Proof.* With $i=1$, Lemma 2 gives $v=c$, so $C_V=\bar C_Vc$ and $C_s=\bar C_sc$. The first balance in (2) becomes

$$(\bar C_s+\bar C_V)\,\partial_tc=D_V\bar C_V\,\partial_x^2c .$$

Division by the constant $\bar C_s+\bar C_V$, and multiplication of both sides by $\bar C_s$, gives (3). ∎

The fraction

$$r=\frac{\bar C_V}{\bar C_s+\bar C_V}$$

is the share of vacancy content that is free to move; the rest is stored as substitutional atoms. Thus $D_{\rm eff}=rD_V$. For $\bar C_V\ll\bar C_s$ it reduces to $D_V\bar C_V/\bar C_s$, so a higher substitutional solubility slows the spreading: more sites must be supplied for the same fractional filling.

**Corollary (profile and uptake).** Suppose that filling is too quick for vacancies to move. Before the fronts from the two faces meet,

$$c=r+(1-r)\,\mathrm{erfc}\,z,\qquad z=\frac{x}{2\sqrt{D_{\rm eff}t}}, \tag{4}$$

and the substitutional uptake per face, above the background $r\bar C_s$, is

$$N=2\bar C_s(1-r)\sqrt{D_{\rm eff}t/\pi}. \tag{5}$$

*Proof.* The crystal starts with $C_V=\bar C_V$ and $C_s=0$. Arriving interstitials convert vacancies into substitutional atoms while the local sum $C_s+C_V$ stays at $\bar C_V$. After conversion $v=c$, so $(\bar C_s+\bar C_V)c=\bar C_V$ and $c=r$. This is the initial value for (3); the surface value is $c=1$.

Write $c=r+(1-r)g(z)$. Then

$$\partial_tg=-\frac{z}{2t}g',\qquad \partial_x^2g=\frac{g''}{4D_{\rm eff}t},$$

and (3) becomes $g''=-2zg'$. Hence $g'=Ae^{-z^2}$. The conditions $g(0)=1$ and $g(\infty)=0$ require $A\int_0^\infty e^{-z^2}dz=-1$, so $A=-2/\sqrt\pi$ and $g=\mathrm{erfc}\,z$.

For the uptake, integrate by parts:

$$\int_0^\infty\mathrm{erfc}\,z\,dz=\big[z\,\mathrm{erfc}\,z\big]_0^\infty+\frac{2}{\sqrt\pi}\int_0^\infty ze^{-z^2}dz=\frac1{\sqrt\pi}.$$

Multiplication by $\bar C_s(1-r)$ and by $dx/dz=2\sqrt{D_{\rm eff}t}$ gives (5). ∎

## How constant is the constant?

The theorem set $i=1$. At finite $\lambda$ the interstitials fall slightly short, because they too must flow in to feed the reaction.

**Lemma 3 (equal supply).** After filling, when changes in the stored free species are negligible,

$$i=1-\frac{1-v}{\lambda}. \tag{6}$$

*Proof.* Subtract the two balances in (2):

$$\partial_t(C_i-C_V)=\partial_x^2(D_iC_i-D_VC_V).$$

The left side is small compared with the reaction term $\bar C_s\partial_tc$ that each flux feeds. The vacancy part is smaller by about $\bar C_V/\bar C_s$. The interstitial part is smaller by about $\bar C_i/(\lambda\bar C_s)$, since (6) makes changes in $i$ smaller than those in $v$ by $\lambda$. Neglecting it makes the slope of $D_iC_i-D_VC_V$ uniform. By symmetry the slope is zero at the midplane, so it is zero throughout, and the combination keeps its surface value:

$$D_i\bar C_i\,i-D_V\bar C_V\,v=D_i\bar C_i-D_V\bar C_V .$$

Division by $D_i\bar C_i$ gives (6). ∎

**Proposition (finite supply ratio).** For $\bar C_V\ll\bar C_s$,

$$D(c)=\frac{D_{\rm eff}}{1+(2v-1)/\lambda},\qquad c=v\left(1-\frac{1-v}{\lambda}\right). \tag{7}$$

*Proof.* The relation for $c$ is $c=iv$ with (6). Written out, $c=v-v/\lambda+v^2/\lambda$, so $dc/dv=1+(2v-1)/\lambda$. With free-vacancy storage neglected, the vacancy balance is

$$\bar C_s\partial_tc=D_V\bar C_V\partial_x^2v=D_V\bar C_V\,\partial_x\!\left(\frac{\partial_xc}{dc/dv}\right).$$

Division by $\bar C_s$ gives (7) with prefactor $D_V\bar C_V/\bar C_s$. Replacing this by $D_{\rm eff}$ is a relative change of order $r$, already neglected. ∎

The diffusivity runs from $D_{\rm eff}/(1-1/\lambda)$ in the dilute tail to $D_{\rm eff}/(1+1/\lambda)$ at the surface. Constancy is therefore a limiting property, with a spread of about $\pm1/\lambda$.

**Remark (the opposite limit).** If vacancies are plentiful, $v=1$ and $c=i$. The solute balance in (2) then gives, by the same steps as the theorem,

$$D_{\rm eff}^{(i)}=\frac{D_i\bar C_i}{\bar C_s+\bar C_i}. \tag{8}$$

This too is constant, but it measures the interstitial supply. When $\lambda\ll1$, changes in $v$ are smaller than those in $i$ by about $\lambda$, so the storage terms neglected in Lemma 3 are of order $\bar C_i/\bar C_s$ and $\lambda\bar C_V/\bar C_s$ beside the reaction term. If both are small, (6) still holds, even though interstitials have not filled the wafer. Rearranged as $1-v=\lambda(1-i)$, it shows that vacancies stay near equilibrium. The slower supply controls the spreading.

## Worked example

The parameters are round values in the rough regime of copper in germanium at 1000 K. A dislocation-free wafer 1000 µm thick is annealed for 900 s, with

- $\bar C_i=1.0\times10^{14}$, $\bar C_V=1.0\times10^{13}$ and $\bar C_s=5.0\times10^{15}$ cm⁻³;
- $D_i=1.0\times10^{-4}$ and $D_V=4.0\times10^{-5}$ cm²/s.

The supply products are $D_i\bar C_i=1.0\times10^{10}$ and $D_V\bar C_V=4.0\times10^8$ cm⁻¹s⁻¹, so $\lambda=25$. Then

$$D_{\rm eff}=\frac{4.0\times10^8}{5.01\times10^{15}}=7.98\times10^{-8}\ \text{cm}^2/\text{s}=7.98\ \text{µm}^2/\text{s}.$$

The diffusion length is $2\sqrt{7.98\times900}=169.5$ µm. Equation (4) puts $c=0.2$, or $C_s=1.0\times10^{15}$ cm⁻³, at 154 µm. Equation (5) gives $N=4.77\times10^{13}$ cm⁻² per face.

These results were tested against numerical integration of (1), which assumes neither local equilibrium nor $i=1$. The rate constant was $k=4\pi a(D_i+D_V)$, the diffusion-limited form, with capture radius $a=0.5$ nm. The integration also puts $c=0.2$ at 154 µm, and gives an uptake of $4.75\times10^{13}$ cm⁻². The largest difference between the profiles is 0.007, relative to the surface value $c=1$. At the midplane $i=0.960$, as (6) predicts for $v\approx0$.

The diffusivity can also be read from the computed profile alone. If $c$ depends on $x/\sqrt t$, then $\partial_tc=-(x/2t)\partial_xc$. Integrating $\partial_tc=\partial_x(D\partial_xc)$ from $x$ to a depth where the slope vanishes gives the Boltzmann–Matano relation

$$D=\frac{1}{2t\,\partial_xc}\int_x^\infty x'\,\frac{\partial c}{\partial x'}\,dx' .$$

At $c=0.20$ it yields $D/D_{\rm eff}=1.028$, against 1.024 from (7); at $c=0.80$ it yields 0.978, against 0.976. With $D_i$ raised a hundredfold and the other diffusivity and concentrations held fixed, the ratio lies between 0.9995 and 0.9997 over this range. The concentration dependence has then nearly vanished, as the theorem requires.

With $D_i$ lowered instead to $1.6\times10^{-7}$ cm²/s, so that $\lambda=1/25$, the profile gives $3.13\times10^{-9}$ cm²/s at $c=0.5$. Equation (8) gives $3.14\times10^{-9}$ cm²/s. The agreement is this close partly because the finite-supply correction nearly cancels at $c=0.5$; by the same argument as for (7), with the two species exchanged, it reaches about 4 % at the ends of the profile. Control has passed to the interstitials.

The background is less simple. The corollary predicts $c=r=0.0020$ deep in the wafer, but at 225 s the integration gives 0.0011 at the midplane. By (2), the sum $C_s+C_V$ can change only through vacancy diffusion, so vacancies have left this region. Here $D_i$ is only 2.5 times $D_V$, and vacancies can move before interstitials trap them. With $D_i$ a hundred times larger the value is 0.00198. The redistributed background is negligible in the main profile. It does account for the small excess of the extracted diffusivities over (7): if the anneal starts instead from $i=1$ and $c=v=r$ throughout the wafer, the ratios at $c=0.20$ and $c=0.80$ become 1.023 and 0.976.

## Where the assumptions give way

**Filling and reaction rate.** During filling, solute must supply the free interstitials and convert the original vacancies, a capacity of about $\bar C_i+\bar C_V$. The slowest diffusion mode of a slab of half-thickness $L$ then suggests a filling time

$$\tau\approx\frac{4L^2}{\pi^2}\,\frac{\bar C_i+\bar C_V}{D_i\bar C_i}=11\ \text{s},$$

short beside 900 s. The capture length is $\ell=0.67$ µm, far below the profile width, so local equilibrium is a good approximation. The two fronts overlap at the midplane by only $6\times10^{-5}$ in $c$.

**Dislocations.** A dislocation can emit vacancies inside the crystal. Let $\rho$ be the dislocation density, $r_0$ the core radius and $R_d=1/\sqrt{\pi\rho}$ the radius of the cylinder served by one line. Put $u=1-v$, with $u=0$ at the core and no flux at $R_d$. If vacancies are consumed uniformly at normalized rate $Q$, then $D_V\nabla^2u=-Q$. Integrating twice in the distance $s$ from the line,

$$s\frac{du}{ds}=\frac{Q}{2D_V}(R_d^2-s^2),\qquad u=\frac{Q}{2D_V}\left[R_d^2\ln\frac{s}{r_0}-\frac{s^2-r_0^2}{2}\right].$$

For $r_0\ll R_d$, the area averages of $\ln(s/r_0)$ and $s^2/2$ are $\ln(R_d/r_0)-\tfrac12$ and $R_d^2/4$. Thus $Q=D_Vq\bar u$, where $\bar u$ is the average of $u$ and

$$q=\frac{2\pi\rho}{\ln(R_d/r_0)-3/4}.$$

The vacancy balance gains a source $D_V\bar C_Vq(1-v)$. Deep in the wafer, where gradients vanish and $v\approx c$, it gives $\partial_tc=D_{\rm eff}q(1-c)$, hence $c=1-(1-r)e^{-D_{\rm eff}qt}$. The average filling by dislocations deep in the wafer is small only while $D_{\rm eff}qt\ll1$. Even then, small additions over the whole thickness can matter in total: at the density considered next, where $D_{\rm eff}qt=0.037$, the averaged source raises the uptake per face by about 15 %.

For $\rho=10^3$ cm⁻² and $r_0=0.4$ nm, $q=513$ cm⁻²; the lowest decay mode of the cylinder gives 512 cm⁻². The average of $c$ over the midplane is then predicted to be 0.038, and integration with the same averaged source also gives 0.038. This agreement does not test the averaging itself. Nor is the filling uniform: the diffusion length of 169.5 µm is comparable with $R_d=178$ µm, so $c$ is higher near each line and lower between lines. At densities high enough to hold $v$ near 1, which requires $D_{\rm eff}qt\gg1$, equation (8) applies, and for these parameters the diffusivity is about 25 times larger. With the averaged source, after 40 s, $\rho=10^7$ cm⁻² keeps $v$ above 0.99 and the profile gives $24.6\,D_{\rm eff}$, whereas at $10^5$ cm⁻² $v$ still falls to about 0.3.

**Charge.** If $A_s$ is a triple acceptor, neutrality requires $2n_i\sinh\psi=3C_s$, where $\psi$ is the Fermi-level shift in units of $k_BT$. A rough $n_i=5.5\times10^{18}$ cm⁻³ changes the acceptor solubility factor $e^{-3\psi}$ by 0.4 % at $C_s=\bar C_s$. Constant coefficients are reasonable here, but would not be if $C_s$ approached $n_i$.

**The real case.** Copper in germanium dissolves in both forms, and they are exchanged by this reaction. The chosen vacancy product implies a host self-diffusivity $\tfrac12D_V\bar C_V/C_0=4.5\times10^{-15}$ cm²/s, where $C_0$ is the site density and $\tfrac12$ approximates the diamond-lattice correlation factor. This is of the rough size known for germanium at 1000 K. It is also $6\times10^{-8}$ of $D_{\rm eff}$, which supports treating $A_s$ as immobile unless copper exchanges with vacancies vastly faster than the host does. The solubilities and $D_i$ are less certain: doubling $\bar C_s$ alone would nearly halve $D_{\rm eff}$ and shorten the diffusion length by about $\sqrt2$. Real wafers may contain dislocations, whose effect grows with their density: at $10^3$ cm⁻² they fill the midplane to a few per cent of $\bar C_s$ on average, as found above, and at high density the spreading approaches the interstitial-controlled diffusivity (8). That is about 25 times larger for the round values used here, but this factor should not be carried over to real copper. Reported diffusivities in heavily dislocated germanium near this temperature are of order $10^{-5}$ cm²/s, a few hundred times the dislocation-free value. The real product $D_i\bar C_i$, and with it $\lambda$, is thus probably about an order of magnitude larger than chosen here. A surface that supplies vacancies poorly would slow the uptake; that effect, and any self-interstitial path, are not sized here. The remaining values are in the numerical output, where CI, CV and CS denote $\bar C_i$, $\bar C_V$ and $\bar C_s$.

## Numbers as computed

```
Temperature: 1000 K; anneal: 900 s
Wafer thickness: 1000 um
CI, CV, CS: 1.0e+14, 1.0e+13, 5.0e+15 cm^-3
DI, DV: 1.0e-04, 4.0e-05 cm2/s
DI*CI, DV*CV: 1.00e+10, 4.00e+08 cm^-1 s^-1
Supply ratio lambda: 25.0
D_eff: 7.984e-08 cm2/s = 7.98 um2/s
D_eff without CV in denominator: 8.000e-08 cm2/s
Diffusion length 2 sqrt(D_eff t): 169.5 um
Background fraction r: 0.00200
Background concentration r*CS: 9.980e+12 cm^-3
Depth at c=0.2, formula: 154.2 um
Depth at c=0.2, full model: 153.8 um
Uptake per face, formula: 4.773e+13 cm^-2
Uptake per face, full model: 4.745e+13 cm^-2
Profile: depth um, c formula, c full model
   50  0.6773  0.6706
  100  0.4054  0.4000
  150  0.2124  0.2110
  200  0.0971  0.0982
  300  0.0143  0.0153
Largest profile difference in c: 0.0069
D/D_eff: c, finite-lambda formula, model, 100*DI model
  0.20  1.0240  1.0282  0.9996
  0.35  1.0114  1.0143  0.9997
  0.50  0.9992  1.0015  0.9996
  0.65  0.9874  0.9895  0.9996
  0.80  0.9761  0.9780  0.9995
Midplane i, full model: 0.9601
Largest error of flux relation for i: 4.9e-05
Midplane c at 225 s, full model: 0.00111
Same with 100*DI: 0.00198
Slow case DI: 1.60e-07 cm2/s
Slow case D, formula: 3.137e-09 cm2/s
Slow case D at c=0.5, model: 3.133e-09 cm2/s
Interstitial filling time: 11.1 s
Vacancy capture length: 0.67 um
Front overlap at midplane, in c: 6.1e-05
Dislocation density tested: 1e+03 cm^-2
Sink strength, formula: 512.6 cm^-2
Sink strength, eigenvalue: 512.1 cm^-2
Midplane c with dislocations, formula: 0.0381
Midplane c with dislocations, model: 0.0376
Rough intrinsic carrier density: 5.5e+18 cm^-3
Charge effect on acceptor solubility: 0.41 %
Host self-diffusivity implied: 4.5e-15 cm2/s
Host self-diffusivity / D_eff: 5.7e-08
```
